# The RPA correlation energy as a minimum over pair amplitudes

## The energy of a pair state and its lowest value

Take a mean-field ground state of a molecule or an insulating solid in which the electrons fill the lowest orbitals, with a gap to the empty ones. Mixing into this state an excitation, in which one electron is lifted from an occupied orbital to an empty one, produces an oscillating charge density, the transition density, and the transition densities of different excitations act on each other through the Coulomb force. Even when nothing is excited, this coupling alters the zero-point motion of the charge. The random-phase approximation (RPA) takes the resulting change of energy as the correlation energy. It can be computed from excitation frequencies, with no trial state in view. We may ask whether it is also the lowest value of some energy functional, so that an approximate description of the fluctuations gives an upper bound to it.

Number the particle-hole excitations by $\mu=1,\dots,n$ and assign to each a boson operator with $[b_\mu,b_\nu^\dagger]=\delta_{\mu\nu}$. Pairs of fermion operators obey this rule only approximately; using it is part of the model. With real orbitals, the model Hamiltonian, measured from the state without bosons, is

$$
H=\sum_{\mu\nu}A_{\mu\nu}b_\mu^\dagger b_\nu+\frac12\sum_{\mu\nu}B_{\mu\nu}\left(b_\mu^\dagger b_\nu^\dagger+b_\mu b_\nu\right),
$$

where $A$ and $B$ are real symmetric matrices. The first term moves excitations about, and the second creates and destroys them in pairs. Throughout we write

$$
P=A+B,\qquad Q=A-B,
$$

and assume that both matrices are positive definite. Their average $A=\frac12(P+Q)$ is then positive definite too.

In direct RPA, which omits exchange between the fluctuations, this assumption holds whenever the orbital gaps are positive. There $A=\Delta+K$ and $B=K$, where $\Delta$ is the diagonal matrix of gaps and $K_{\mu\nu}$ is the Coulomb interaction of the transition densities $\rho_\mu$ and $\rho_\nu$. For any real vector $v$, the number $v^{\mathsf T}Kv$ is the Coulomb interaction of the density $\sum_\mu v_\mu\rho_\mu$ with itself. In Fourier space it is an integral of $|\rho(\mathbf q)|^2/q^2$ with a positive prefactor, so it cannot be negative. Hence $Q=\Delta$ and $P=\Delta+2K$ are both positive definite.

The RPA frequencies are the positive eigenvalues in

$$
AX+BY=X\Omega,\qquad -BX-AY=Y\Omega,
$$

where $\Omega$ is a diagonal matrix and the columns of $X$ and $Y$ belong to the $n$ modes. The correlation energy is given by the plasmon formula

$$
E=\frac12\left(\operatorname{Tr}\Omega-\operatorname{Tr}A\right).
$$

The factor $\frac12$ is that of direct RPA. If exchange is put into $A$ and $B$, the matrix theorem below still applies to this expression as long as $P$ and $Q$ remain positive definite, which is then no longer guaranteed; whether the expression is then the desired correlation energy is a separate question.

The claim is that

$$
E=\min_T F(T),\qquad
F(T)=\operatorname{Tr}\left[AT^2(1-T^2)^{-1}\right]+\operatorname{Tr}\left[BT(1-T^2)^{-1}\right],
$$

where $T$ runs over the real symmetric matrices whose eigenvalues all lie strictly between $-1$ and $1$. For a symmetric matrix this is the same as a spectral norm below one. The symbol $1$ denotes the unit matrix where a matrix is needed.

The functional has a direct meaning. Consider the state

$$
|T\rangle=\exp\left(\frac12\sum_{\mu\nu}T_{\mu\nu}b_\mu^\dagger b_\nu^\dagger\right)|0\rangle,
$$

in which bosons are present in pairs with amplitudes $T$. An orthogonal matrix $U$ brings $T$ to diagonal form, $T=U\tau U^{\mathsf T}$. The operators $c_k=\sum_\mu U_{\mu k}b_\mu$ are again independent bosons, and the state factorizes into one factor $\exp(\frac12\tau_kc_k^{\dagger2})|0\rangle$ for each $k$. Since $c^{\dagger2m}|0\rangle$ has squared norm $(2m)!$, one factor has squared norm

$$
\sum_{m=0}^{\infty}\frac{(2m)!}{(m!)^2}\left(\frac{\tau^2}{4}\right)^m=\frac1{\sqrt{1-\tau^2}}.
$$

The series converges for $|\tau|<1$ and diverges for $|\tau|\ge1$. The restriction on $T$ therefore says that the state can be normalized.

To find the averages in one factor, note that $c$ acts on a function of $c^\dagger$ applied to the vacuum as a derivative with respect to $c^\dagger$. This gives $c|\tau\rangle=\tau c^\dagger|\tau\rangle$. Let $\bar n=\langle c^\dagger c\rangle$ and $\bar m=\langle cc\rangle$ in the normalized state; both are real, so $\langle c^\dagger c^\dagger\rangle=\bar m$ as well. Replacing the rightmost $c$ by $\tau c^\dagger$ yields

$$
\bar n=\tau\langle c^\dagger c^\dagger\rangle=\tau\bar m,\qquad
\bar m=\tau\langle cc^\dagger\rangle=\tau(1+\bar n).
$$

Inserting the second relation into the first gives $\bar n=\tau^2(1+\bar n)$, and so

$$
\bar n=\frac{\tau^2}{1-\tau^2},\qquad \bar m=\frac{\tau}{1-\tau^2}.
$$

Averages such as $\langle c_k^\dagger c_l\rangle$ with $k\ne l$ vanish, because each factor contains only even numbers of bosons. Returning to the original operators, we obtain the matrices

$$
\langle b_\mu^\dagger b_\nu\rangle=\left[T^2(1-T^2)^{-1}\right]_{\mu\nu},\qquad
\langle b_\mu b_\nu\rangle=\left[T(1-T^2)^{-1}\right]_{\mu\nu}.
$$

The two pair terms in $H$ contribute equally, which cancels the factor $\frac12$ in front of $B$. Thus $\langle H\rangle=F(T)$. The first trace is the cost of having excitations present, and the second is the energy of their pairwise creation and destruction.

The minimum can now be found by matrix algebra alone. Define

$$
G=(1+T)(1-T)^{-1}.
$$

It has the same eigenvectors as $T$, and an eigenvalue $\tau$ becomes $g=(1+\tau)/(1-\tau)$. As $\tau$ rises from $-1$ to $1$, $g$ rises from zero to infinity, and the inverse relation is $\tau=(g-1)/(g+1)$. Every allowed $T$ therefore corresponds to one positive definite $G$, and every positive definite $G$ to one allowed $T$. From

$$
g+\frac1g=\frac{(1+\tau)^2+(1-\tau)^2}{1-\tau^2}=\frac{2(1+\tau^2)}{1-\tau^2},\qquad
g-\frac1g=\frac{4\tau}{1-\tau^2}
$$

it follows that

$$
\frac{\tau^2}{1-\tau^2}=\frac14\left(g+\frac1g\right)-\frac12,\qquad
\frac{\tau}{1-\tau^2}=\frac14\left(g-\frac1g\right).
$$

These relations hold for each eigenvalue, hence for the matrices. Inserting them in $F$ and collecting the terms with $G$ and with $G^{-1}$ gives

$$
F=\frac14\operatorname{Tr}[PG]+\frac14\operatorname{Tr}[QG^{-1}]-\frac12\operatorname{Tr}A.
$$

The two traces compete. Making $G$ small lowers the first and raises the second.

This form has a mechanical reading. With $x_\mu=(b_\mu+b_\mu^\dagger)/\sqrt2$ and $p_\mu=(b_\mu-b_\mu^\dagger)/(i\sqrt2)$, the products of operators in $H$ give

$$
H=\frac12x^{\mathsf T}Px+\frac12p^{\mathsf T}Qp-\frac12\operatorname{Tr}A.
$$

The constant comes from reordering $x$ and $p$ in the $A$ term; the pair terms supply $\frac12x^{\mathsf T}Bx-\frac12p^{\mathsf T}Bp$. Thus $P$ is a matrix of spring constants and $Q$ a matrix of inverse masses. In the state $|T\rangle$ the position fluctuations are $\frac12G$ and the momentum fluctuations $\frac12G^{-1}$, so the competition is the one set by the uncertainty relation.

To find the best compromise, let $Q^{1/2}$ be the positive square root of $Q$, and define

$$
S=\left(Q^{1/2}PQ^{1/2}\right)^{1/2},\qquad G=Q^{1/2}WQ^{1/2}.
$$

The matrix $S$ is positive definite, and $W$ runs over all positive definite matrices as $G$ does. Cyclic rotation under the trace gives

$$
\operatorname{Tr}[PG]=\operatorname{Tr}[Q^{1/2}PQ^{1/2}W]=\operatorname{Tr}[S^2W],
$$

$$
\operatorname{Tr}[QG^{-1}]=\operatorname{Tr}[Q\,Q^{-1/2}W^{-1}Q^{-1/2}]=\operatorname{Tr}W^{-1}.
$$

Now take the matrix $D=SW^{1/2}-W^{-1/2}$. Its Frobenius norm, the root of the sum of its squared elements, satisfies

$$
\begin{aligned}
\|D\|_F^2&=\operatorname{Tr}[D^{\mathsf T}D]\\
&=\operatorname{Tr}\left[(W^{1/2}S-W^{-1/2})(SW^{1/2}-W^{-1/2})\right]\\
&=\operatorname{Tr}[S^2W]-2\operatorname{Tr}S+\operatorname{Tr}W^{-1}.
\end{aligned}
$$

Each of the two cross terms reduces to $-\operatorname{Tr}S$ by cyclic rotation, because $W^{1/2}$ and $W^{-1/2}$ meet and cancel. Solving for the sum of the two outer traces gives the identity

$$
F=\frac12\operatorname{Tr}S-\frac12\operatorname{Tr}A+\frac14\left\|SW^{1/2}-W^{-1/2}\right\|_F^2 .
$$

The last term is never negative. It vanishes if and only if $SW^{1/2}=W^{-1/2}$, that is, $W=S^{-1}$, which is positive definite and therefore allowed. The minimum exists, is reached at one matrix only, and has the value $\frac12(\operatorname{Tr}S-\operatorname{Tr}A)$.

It remains to show that $\operatorname{Tr}S$ is the sum of the RPA frequencies. Write the second RPA equation as $BX+AY=-Y\Omega$. Adding it to the first, and subtracting it from the first, we obtain

$$
P(X+Y)=(X-Y)\Omega,\qquad Q(X-Y)=(X+Y)\Omega.
$$

Let $S=Z\omega Z^{\mathsf T}$, with $Z$ orthogonal and $\omega$ diagonal and positive. Then

$$
X+Y=Q^{1/2}Z\omega^{-1/2},\qquad X-Y=Q^{-1/2}Z\omega^{1/2}
$$

solve both equations with $\Omega=\omega$. In the second equation, the left side is $Q^{1/2}Z\omega^{1/2}$, which equals $(X+Y)\omega$. In the first, $PQ^{1/2}=Q^{-1/2}S^2$, so the left side is

$$
Q^{-1/2}S^2Z\omega^{-1/2}=Q^{-1/2}Z\omega^{3/2}=(X-Y)\omega.
$$

Exchanging $X$ and $Y$ gives a solution with $-\omega$. Together these are all $2n$ eigenvalues of the RPA problem, so the positive ones are the eigenvalues of $S$. Hence $\operatorname{Tr}S=\operatorname{Tr}\Omega$ and $\min F=E$, as claimed.

The minimizing amplitudes also follow from the modes. At $W=S^{-1}$,

$$
G=Q^{1/2}S^{-1}Q^{1/2}=(X+Y)(X-Y)^{-1},
$$

since $(X-Y)^{-1}=\omega^{-1/2}Z^{\mathsf T}Q^{1/2}$. Therefore $G-1=2Y(X-Y)^{-1}$ and $G+1=2X(X-Y)^{-1}$. The second relation shows that $X$ is invertible, and the inverse Cayley map gives

$$
T=(G-1)(G+1)^{-1}=YX^{-1}.
$$

A different normalization of the modes, or a different basis among modes of equal frequency, multiplies $X$ and $Y$ from the right by the same invertible matrix and leaves $T$ unchanged.

## The amplitude equation, errors, an example and the stability limit

The matrices $A$ and $B$ are real and symmetric, and $P=A+B$ and $Q=A-B$ are positive definite. For symmetric $T$ of norm below one, we set $G=(1+T)(1-T)^{-1}$ and have shown that

$$
F(T)=\frac14\operatorname{Tr}[PG]+\frac14\operatorname{Tr}[QG^{-1}]-\frac12\operatorname{Tr}A .
$$

With $S=(Q^{1/2}PQ^{1/2})^{1/2}$ and $G=Q^{1/2}WQ^{1/2}$, the excess of $F$ over $\frac12(\operatorname{Tr}S-\operatorname{Tr}A)$ is $\frac14\|SW^{1/2}-W^{-1/2}\|_F^2$. The eigenvalues of $S$ are the RPA frequencies $\Omega$. The minimum is the plasmon energy $E=\frac12(\operatorname{Tr}\Omega-\operatorname{Tr}A)$, reached only at $W=S^{-1}$, where $T=YX^{-1}$.

The minimizing $T$ can also be found without computing the modes. At $G=Q^{1/2}S^{-1}Q^{1/2}$ we have

$$
GPG=Q^{1/2}S^{-1}\left(Q^{1/2}PQ^{1/2}\right)S^{-1}Q^{1/2}=Q,
$$

because the bracket is $S^2$. The factors $1+T$ and $(1-T)^{-1}$ commute. Multiplying by $1-T$ from the left and from the right therefore gives

$$
(1+T)P(1+T)=(1-T)Q(1-T).
$$

We expand both sides and bring everything to the left:

$$
(P-Q)+T(P+Q)+(P+Q)T+T(P-Q)T=0.
$$

Since $P-Q=2B$ and $P+Q=2A$, division by two yields the Riccati equation

$$
B+AT+TA+TBT=0.
$$

Conversely, let a symmetric $T$ of norm below one solve this equation. The steps can be reversed, so $GPG=Q$ with $G$ positive definite, or $WS^2W=1$. Then $(SWS)^2=S(WS^2W)S=S^2$. Both $SWS$ and $S$ are positive definite, and a positive definite matrix has only one positive definite square root, so $SWS=S$ and $W=S^{-1}$. The Riccati equation thus has one symmetric solution of norm below one, and it is the minimizer.

At this solution the energy takes a shorter form. Multiplying the first RPA equation by $X^{-1}$ from the right gives $A+BT=X\Omega X^{-1}$. Its trace is $\operatorname{Tr}A+\operatorname{Tr}[BT]=\operatorname{Tr}\Omega$, so

$$
E=\frac12\operatorname{Tr}[BT].
$$

This expression equals $F$ at the solution, but not in general elsewhere.

As an example take direct RPA with two model excitations, with gaps of 1 and 2 hartree and the coupling

$$
B=K=\begin{pmatrix}0.5&0.3\\0.3&0.4\end{pmatrix}\ \text{hartree}.
$$

Then, in the same unit,

$$
A=\begin{pmatrix}1.5&0.3\\0.3&2.4\end{pmatrix},\qquad
P=\begin{pmatrix}2.0&0.6\\0.6&2.8\end{pmatrix},
$$

and $Q$ is diagonal with entries 1 and 2. Multiplying $P$ by $Q^{1/2}$ from both sides doubles its last diagonal element and multiplies the off-diagonal one by $\sqrt2$:

$$
S^2=\begin{pmatrix}2.0000&0.8485\\0.8485&5.6000\end{pmatrix}\ \text{hartree}^2.
$$

The square roots of its eigenvalues are $\Omega_1=1.345372$ and $\Omega_2=2.406237$ hartree. Since $\operatorname{Tr}A=3.9$ hartree,

$$
E=\frac12(3.751608-3.900000)=-0.074196\ \text{hartree},
$$

or $-2.019$ eV. The matrices at the minimum are

$$
G=\begin{pmatrix}0.7276&-0.0988\\-0.0988&0.8625\end{pmatrix},\qquad
T=\begin{pmatrix}-0.1612&-0.0616\\-0.0616&-0.0771\end{pmatrix}.
$$

The norm of $T$ is 0.194, well inside the allowed range. The excitations present cost $0.079694$ hartree through the $A$ term of $F$, and the pair term gives $-0.153890$ hartree. Their sum is $E$. The shorter form gives the same value,

$$
\frac12\left[0.5(-0.1612)+2(0.3)(-0.0616)+0.4(-0.0771)\right]=-0.0742\ \text{hartree}.
$$

Diagonalizing the boson Hamiltonian $H$ in a number basis with 30 levels for each mode also gives a ground-state energy of $-0.074196$ hartree. The agreement has a simple reason. The change of variables $x=Q^{1/2}x'$, $p=Q^{-1/2}p'$ preserves the commutation rules and turns $H$ into $\frac12p'^{\mathsf T}p'+\frac12x'^{\mathsf T}S^2x'-\frac12\operatorname{Tr}A$. These are oscillators with frequencies $\Omega$, whose zero-point energy is $\frac12\operatorname{Tr}\Omega$. The pair state therefore reaches the ground-state energy of this boson model. That is a statement about the model; for the electrons, the replacement of fermion pairs by bosons and the omission of exchange remain.

The restriction on the norm matters when the Riccati equation is solved. Take any $n$ of the $2n$ RPA eigenvectors, with the chosen eigenvalues in a diagonal matrix $\Lambda$ and with $X$ invertible. Then $T=YX^{-1}$ satisfies $A+BT=X\Lambda X^{-1}$ and $-B-AT=Y\Lambda X^{-1}=T(A+BT)$, which is again the Riccati equation. The value of $\frac12\operatorname{Tr}[BT]$ becomes $\frac12(\operatorname{Tr}\Lambda-\operatorname{Tr}A)$. In the example, four of the six possible pairs of eigenvectors give symmetric solutions:

| Frequencies (hartree) | Norm of $T$ | $\frac12\operatorname{Tr}[BT]$ (hartree) |
|---|---:|---:|
| $1.345,\ 2.406$ | 0.194 | $-0.0742$ |
| $-1.345,\ 2.406$ | 7.69 | $-1.4196$ |
| $1.345,\ -2.406$ | 9.12 | $-2.4804$ |
| $-1.345,\ -2.406$ | 22.4 | $-3.8258$ |

The last three energies lie below $E$, but this does not contradict the minimum. Their amplitudes have norm above one and belong to no normalizable state.

For approximate amplitudes, the shape of $F$ near its minimum is important. The eigenvalue relations $1/(1-\tau)=\frac12(1+g)$ and $1/(1+\tau)=\frac12(1+1/g)$ turn the functional into

$$
F(T)=\frac12\operatorname{Tr}[P(1-T)^{-1}]+\frac12\operatorname{Tr}[Q(1+T)^{-1}]-\operatorname{Tr}A.
$$

Here the constants $-\frac14\operatorname{Tr}P-\frac14\operatorname{Tr}Q=-\frac12\operatorname{Tr}A$ have joined the one already present. Let $R=(1-T)^{-1}$ and $L=(1+T)^{-1}$, and change $T$ by a small symmetric matrix $\delta$. The inverses expand as

$$
(1-T-\delta)^{-1}=R+R\delta R+R\delta R\delta R+\cdots,
$$

$$
(1+T+\delta)^{-1}=L-L\delta L+L\delta L\delta L-\cdots .
$$

The second-order change of $F$ is therefore

$$
\frac12\operatorname{Tr}[PR\delta R\delta R]+\frac12\operatorname{Tr}[QL\delta L\delta L].
$$

With $C=R\delta R^{1/2}$, the first trace is $\operatorname{Tr}[C^{\mathsf T}PC]$, which is positive for $\delta\ne0$; the second is positive for the same reason. Thus $F$ is strictly convex on the allowed set, which is itself convex, and a numerical search cannot be caught in a false local minimum.

At the minimum the first-order change vanishes, so an error $\delta$ in $T$ produces an error of second order in $F$. The error of $\frac12\operatorname{Tr}[BT]$ is $\frac12\operatorname{Tr}[B\delta]$, which is generally of first order. In the example, multiplying the minimizing $T$ by 0.9 raises $F$ by $7.64\times10^{-4}$ hartree above $E$, while $\frac12\operatorname{Tr}[BT]$ is wrong by $7.42\times10^{-3}$ hartree. With a factor of 0.99 the errors are $7.69\times10^{-6}$ and $7.42\times10^{-4}$ hartree. A tenfold smaller error in $T$ reduces the first about a hundredfold and the second tenfold.

A useful approximate $T$ comes from dropping the quadratic term of the Riccati equation:

$$
AT_1+T_1A=-B.
$$

In the eigenbasis of $A$, with eigenvalues $a_k>0$, the solution is $(T_1)_{kl}=-B_{kl}/(a_k+a_l)$. The corresponding value

$$
\frac12\operatorname{Tr}[BT_1]=-\frac12\sum_{kl}\frac{B_{kl}^2}{a_k+a_l}
$$

is the energy to second order in $B$ at fixed $A$. In direct RPA, $A$ also contains $K$, so this differs from the second-order energy in the Coulomb coupling, $-\frac12\sum_{\mu\nu}K_{\mu\nu}^2/(\Delta_\mu+\Delta_\nu)$, by terms of third and higher order in $K$. In the example the latter is $-0.1125$ hartree.

The matrix $T_1$ is always allowed. To see this, set $Z_\pm=1\pm2T_1$. The equation for $T_1$ gives

$$
AZ_\pm+Z_\pm A=2(A\mp B),
$$

and the right side is positive definite. If $Z_\pm v=\zeta v$ with $v\ne0$, taking the average in $v$ gives $2\zeta\,v^{\mathsf T}Av>0$, so $\zeta>0$. All eigenvalues of $T_1$ therefore lie between $-\frac12$ and $\frac12$, and $F(T_1)$ is a guaranteed upper bound to $E$.

In the example, $T_1$ has norm 0.187. The second-order value is $-0.071647$ hartree, which misses $E$ by $2.5\times10^{-3}$ hartree. The functional at the same amplitudes gives $-0.074099$ hartree, only $9.7\times10^{-5}$ hartree above $E$. For weak $B$ the reason is visible in the orders. The omitted term $TBT$ is of order $B^3$, and so is the error of $T_1$. This leaves an error of order $B^4$ in $\frac12\operatorname{Tr}[BT_1]$, but of order $B^6$ in $F(T_1)$. The bound loosens as the minimizer grows. Multiplying $K$ in the example by 2 and by 4 gives minimizers of norm 0.295 and 0.411, and $F(T_1)$ lies above $E$ by 0.7 and 2 percent of $|E|$. Since $T_1$ has norm below $\frac12$, it cannot follow a minimizer of larger norm, as occurs when a gap becomes small compared with the Coulomb coupling of that excitation. If the first gap of the example is lowered from 1 to 0.01 hartree, the minimizer has norm 0.81 and $E=-0.2247$ hartree, while $F(T_1)=-0.1828$ hartree.

Finally, consider what happens when $P$ or $Q$ is not positive definite. Suppose $v^{\mathsf T}Pv<0$ for some $v$, and take $G=1+\gamma vv^{\mathsf T}$ with $\gamma>0$. As $\gamma$ grows, $\operatorname{Tr}[PG]$ tends to $-\infty$, while $\operatorname{Tr}[QG^{-1}]$ stays bounded because the eigenvalues of $G^{-1}$ do not exceed one. So $F$ has no lower bound. A negative direction of $Q$ has the same effect, with $G$ and $G^{-1}$ exchanged. For a single mode with $A=1$ and $B=-1.2$ hartree, $F$ is $-1.42$, $-10.4$ and $-100.4$ hartree at $T=0.9$, $0.99$ and $0.999$. The spring constant $A+B$ is negative, and the fluctuation grows without limit.

At the border, let $P$ be positive semidefinite and singular while $Q$ remains positive definite. The identity with the square still holds, but $S$ has no inverse, so the square cannot vanish. With $W=(S+\epsilon)^{-1}$ and $\epsilon>0$, it nevertheless tends to zero as $\epsilon\to0$, since each eigenvalue $s$ of $S$ contributes $s^2/(s+\epsilon)-2s+s+\epsilon=\epsilon^2/(s+\epsilon)\le\epsilon$. The plasmon formula then gives a greatest lower bound that no allowed $T$ attains. Exchanging the signs of $B$ and $T$ leaves $F$ unchanged and covers the case of singular $Q$ with positive definite $P$. For one mode with $A=1$ and $B=-1$ hartree, $F=-T/(1+T)$, which approaches $-\frac12$ hartree as $T\to1$; at $T=0.999$ it is $-0.49975$ hartree. The minimum is lost at the point where the restoring force vanishes while the inverse mass stays positive. If instead $P$ and $Q$ vanish on the same vector, so do $A$ and $B$. That mode then drops out of $H$, and when $P$ and $Q$ are positive definite on the remaining modes the minimum is still reached, though no longer at one matrix only.
